# Resolution, Nyquist limit and window leakage of a 10 ps trajectory: verification in Python

```python
# Result under test: a record of length T has wavenumber resolution 1/(c T);
# samples spaced by dt represent lines only below the Nyquist limit 1/(2 c dt);
# a line at offset x (in units of 1/(c T)) leaks with amplitude
#   rectangular window: |sin(pi x)/(pi x)|
#   Hann window:        |sin(pi x)/(pi x (1 - x^2))|
# "bin" means one Fourier grid spacing, 1/(c T). Line amplitudes are
# normalized so that an isolated line of amplitude 1 has peak height 1.
import numpy as np
from scipy.constants import c
from scipy.optimize import brentq

c_cm = 100.0 * c                 # speed of light, cm/s
T = 10e-12                       # record length, s
step = 0.5e-15                   # molecular dynamics time step, s
stride = 8                       # steps between saved samples
dt = stride * step
N = int(round(T / dt))
n = np.arange(N)
bin_cm = 1.0 / (c_cm * T)
windows = {"rect": np.ones(N),
           "Hann": 0.5 * (1 - np.cos(2 * np.pi * n / N))}


def response(window, x):
    """Window response at offsets x, by direct summation over samples."""
    x = np.atleast_1d(x)
    phase = np.exp(-2j * np.pi * np.outer(x, n) / N)
    return np.abs(phase @ window) / window.sum()


def heights(signals, window, bins):
    """Spectral amplitudes of real signals (one per column) at given bins."""
    phase = np.exp(-2j * np.pi * np.outer(bins, n) / N)
    return 2 * np.abs(phase @ (window[:, None] * signals)) / window.sum()


def tone(bin_position, phase):
    """Cosine whose phase is specified at the centre of the record."""
    return np.cos(2 * np.pi * bin_position * (n - N / 2) / N + phase)


print(f"record length: {T*1e12:.1f} ps; time step: {step*1e15:.1f} fs")
print(f"stride: {stride} steps; sample spacing: {dt*1e15:.1f} fs")
print(f"number of samples: {N}")
print(f"resolution 1/(cT): {bin_cm:.4f} cm^-1 = {1e-12/T:.3f} THz")
print(f"record needed for 1 cm^-1: {1e12/c_cm:.2f} ps")

# Power spectrum equals the Fourier sum of the biased autocorrelation.
rng = np.random.default_rng(4)
x_test = rng.normal(size=150)
M = len(x_test)
for f in (0.013, 0.1234, 0.377):
    direct = abs(np.sum(x_test * np.exp(-2j*np.pi*f*np.arange(M))))**2 / M
    via_acf = 0.0
    for lag in range(M):
        corr = np.sum(x_test[:M-lag] * x_test[lag:]) / M
        via_acf += (1 if lag == 0 else 2) * corr * np.cos(2*np.pi*f*lag)
    assert np.isclose(direct, via_acf, rtol=1e-9, atol=1e-10)

# Nyquist limit and folding, from peaks of sampled cosines.
line = 3000.0


def nyquist(spacing):
    return 1.0 / (2 * c_cm * spacing)


def folded(wavenumber, spacing):
    period = 2 * nyquist(spacing)
    return abs(wavenumber - period * np.round(wavenumber / period))


def found_peak(wavenumber, spacing):
    count = int(T / spacing + 1e-6)
    j = np.arange(count)
    signal = np.cos(2*np.pi*c_cm*wavenumber*j*spacing + 0.4)
    taper = 0.5 * (1 - np.cos(2*np.pi*j/count))
    spectrum = np.abs(np.fft.rfft(signal * taper, 16 * count))
    return np.argmax(spectrum) / (16 * count * spacing * c_cm)


max_spacing = 1 / (2 * c_cm * line)
max_stride = int(np.floor(max_spacing / step))
for s in range(1, 21):
    peak = found_peak(line, s * step)
    assert abs(peak - folded(line, s * step)) < 0.3   # padded grid 0.21
    assert (abs(peak - line) < 0.3) == (s <= max_stride)
print(f"Nyquist limit, stride {stride}: {nyquist(dt):.1f} cm^-1")
print(f"test line: {line:.0f} cm^-1; spacing must be below "
      f"{max_spacing*1e15:.3f} fs")
print(f"largest safe stride for it: {max_stride} steps "
      f"({max_stride*step*1e15:.1f} fs)")
for s in (max_stride, max_stride + 1, 20):
    print(f"stride {s}: Nyquist {nyquist(s*step):.1f}, line predicted at "
          f"{folded(line, s*step):.1f}, found at "
          f"{found_peak(line, s*step):.1f} cm^-1")

# Window responses: direct sums against the closed forms.
x = np.arange(0.25, 40, 0.5)
formula = {"rect": np.abs(np.sin(np.pi*x) / (np.pi*x)),
           "Hann": np.abs(np.sin(np.pi*x) / (np.pi*x*(1 - x**2)))}
x_half = np.arange(1.5, 40, 1.0)
envelope = {"rect": 1 / (np.pi*x_half),
            "Hann": 1 / (np.pi*x_half*(x_half**2 - 1))}
first_zero = {"rect": 1, "Hann": 2}
for name, w in windows.items():
    # Relative finite-N corrections are of order (pi x/N)^2, below 0.005.
    assert np.allclose(response(w, x), formula[name], rtol=5e-3, atol=0)
    assert np.allclose(response(w, x_half), envelope[name],
                       rtol=5e-3, atol=0)
    z = first_zero[name]
    assert np.max(response(w, np.arange(z, 20))) < 1e-10
    # A steady fall from the peak to z rules out any earlier zero.
    assert np.all(np.diff(response(w, np.linspace(0, z, 81))) < 0)
    half = brentq(lambda y: response(w, y)[0]**2 - 0.5, 0.1, 0.99)
    lobes = response(w, np.linspace(z, 10, 1601))
    print(f"{name}: first zero {z} bins = {z*bin_cm:.2f} cm^-1; "
          f"half-power full width {2*half:.3f} bins = "
          f"{2*half*bin_cm:.2f} cm^-1")
    print(f"{name}: highest side lobe {lobes.max():.4f} in amplitude = "
          f"{20*np.log10(lobes.max()):.1f} dB")
assert abs(response(windows["Hann"], 1.0)[0] - 0.5) < 1e-10
for offset in (2.5, 5.5, 10.5, 15.5, 20.5):
    r, h = [response(w, offset)[0] for w in windows.values()]
    print(f"leakage amplitude at {offset} bins: rect {r:.3e}, Hann {h:.3e}")

# A line exactly on the grid.
grid_bins = np.arange(297, 304)
on_grid = {k: heights(tone(300, 0.3)[:, None], w, grid_bins)[:, 0]
           for k, w in windows.items()}
assert np.allclose(on_grid["rect"], [0, 0, 0, 1, 0, 0, 0], atol=1e-9)
assert np.allclose(on_grid["Hann"], [0, 0, .5, 1, .5, 0, 0], atol=1e-9)

# Two equal lines: average the power over both phases.
quarter = np.arange(4) * np.pi / 2


def pair(window, separation):
    low, high = 300 - separation/2, 300 + separation/2
    signals = np.array([tone(low, a) + tone(high, b)
                        for a in quarter for b in quarter]).T
    at_lines = np.mean(heights(signals, window, [low, high])**2)
    middle = heights(signals, window, [300.0])[0]**2
    reach = separation/2 + 0.6
    scan = 300 + np.linspace(-reach, reach, 221)
    p = np.mean(heights(signals, window, scan)**2, axis=1)
    maxima = np.sum((p[1:-1] > p[:-2]) & (p[1:-1] >= p[2:]))
    return np.mean(middle) / at_lines, maxima, middle


expected = {("rect", 1): (8/np.pi**2, 2),
            ("Hann", 1): (2*(8/(3*np.pi))**2 / 1.25, 1),
            ("Hann", 2): (0.5, 2)}
for (name, sep), (ratio_formula, maxima_expected) in expected.items():
    ratio, maxima, middle = pair(windows[name], sep)
    assert abs(ratio - ratio_formula) < 1e-3
    assert maxima == maxima_expected
    print(f"pair {sep*bin_cm:.2f} cm^-1 apart, {name}: midpoint/line power "
          f"{ratio:.3f}, maxima {maxima}")
    if name == "rect":
        # Columns 0, 1, 2: relative phase 0, 90, 180 degrees.
        for col, phi in enumerate(quarter[:3]):
            law = 8/np.pi**2 * (1 + np.cos(phi))
            assert abs(middle[col] - law) < 5e-3  # negative-frequency image
            print(f"  single record, relative phase {np.degrees(phi):.0f} "
                  f"deg: midpoint power {middle[col]:.2f}")

# Weak line near a strong line that lies halfway between grid points.
strong_bin, weak_bin, weak_amp = 300.5, 316, 0.001
near = np.arange(310, 323)
many = np.array([tone(strong_bin, a) + weak_amp*tone(weak_bin, b)
                 for a in np.arange(8)*np.pi/4
                 for b in np.arange(24)*np.pi/12]).T
rect_near = heights(many, windows["rect"], near)
hann_near = heights(many, windows["Hann"], near)
i = int(np.where(near == weak_bin)[0][0])
assert np.all(np.diff(rect_near, axis=0) < 0)       # no separate maximum
assert np.all(hann_near[i] > hann_near[i-1])
assert np.all(hann_near[i] > hann_near[i+1])
print(f"strong line: {strong_bin*bin_cm:.2f} cm^-1, amplitude 1")
print(f"weak line: {weak_bin*bin_cm:.2f} cm^-1, amplitude {weak_amp}")
print(f"offset: {weak_bin-strong_bin} bins = "
      f"{(weak_bin-strong_bin)*bin_cm:.2f} cm^-1")
print(f"phase combinations tested: {many.shape[1]}")
for name, values in (("rect", rect_near), ("Hann", hann_near)):
    a, b, d = values[i-1:i+2, 0]
    print(f"{name} heights at bins {weak_bin-1}, {weak_bin}, {weak_bin+1} "
          f"(both phases 0): {a:.3e}, {b:.3e}, {d:.3e}")
print("OK")
```

Running it gives:

```
record length: 10.0 ps; time step: 0.5 fs
stride: 8 steps; sample spacing: 4.0 fs
number of samples: 2500
resolution 1/(cT): 3.3356 cm^-1 = 0.100 THz
record needed for 1 cm^-1: 33.36 ps
Nyquist limit, stride 8: 4169.6 cm^-1
test line: 3000 cm^-1; spacing must be below 5.559 fs
largest safe stride for it: 11 steps (5.5 fs)
stride 11: Nyquist 3032.4, line predicted at 3000.0, found at 3000.1 cm^-1
stride 12: Nyquist 2779.7, line predicted at 2559.4, found at 2559.5 cm^-1
stride 20: Nyquist 1667.8, line predicted at 335.6, found at 335.6 cm^-1
rect: first zero 1 bins = 3.34 cm^-1; half-power full width 0.886 bins = 2.96 cm^-1
rect: highest side lobe 0.2172 in amplitude = -13.3 dB
Hann: first zero 2 bins = 6.67 cm^-1; half-power full width 1.441 bins = 4.81 cm^-1
Hann: highest side lobe 0.0267 in amplitude = -31.5 dB
leakage amplitude at 2.5 bins: rect 1.273e-01, Hann 2.425e-02
leakage amplitude at 5.5 bins: rect 5.787e-02, Hann 1.979e-03
leakage amplitude at 10.5 bins: rect 3.032e-02, Hann 2.775e-04
leakage amplitude at 15.5 bins: rect 2.054e-02, Hann 8.584e-05
leakage amplitude at 20.5 bins: rect 1.553e-02, Hann 3.704e-05
pair 3.34 cm^-1 apart, rect: midpoint/line power 0.811, maxima 2
  single record, relative phase 0 deg: midpoint power 1.62
  single record, relative phase 90 deg: midpoint power 0.81
  single record, relative phase 180 deg: midpoint power 0.00
pair 3.34 cm^-1 apart, Hann: midpoint/line power 1.153, maxima 1
pair 6.67 cm^-1 apart, Hann: midpoint/line power 0.500, maxima 2
strong line: 1002.36 cm^-1, amplitude 1
weak line: 1054.06 cm^-1, amplitude 0.001
offset: 15.5 bins = 51.70 cm^-1
phase combinations tested: 192
rect heights at bins 315, 316, 317 (both phases 0): 2.154e-02, 1.912e-02, 1.888e-02
Hann heights at bins 315, 316, 317 (both phases 0): 3.951e-04, 1.086e-03, 4.289e-04
OK
```
